# The A2 lone-pair combination of a D2d tetrakis(amide)

## The symmetry argument

Consider a molecule M(NR$_2$)$_4$ of symmetry $D_{2d}$, with the $S_4$ axis along $z$. Each nitrogen lies in a dihedral mirror containing $z$, and its lone pair is perpendicular to that mirror, so it points around the axis. If all four lone pairs point around the axis in the same sense, they form a circulation. The rotation $C_2$ and the improper rotation $S_4$ preserve this circulation; the mirrors $\sigma_d$ and the twofold axes $C_2'$ reverse it. This behaviour defines the irreducible representation $A_2$.

A metal orbital of angular momentum $l$ is a radial function times a homogeneous polynomial $F(x,y,z)$ of degree $l$. Which $F$ behave like the circulation? Let the mirrors be the planes $x=y$ and $x=-y$. Since $F$ changes sign under each mirror, it vanishes on both planes. A polynomial that vanishes on $x=y$ is divisible by $x-y$, and one that vanishes on $x=-y$ is divisible by $x+y$. Hence

$$F=(x^2-y^2)\,Q(x,y,z).$$

The rotation $C_2'(x)$ takes $(x,y,z)$ to $(x,-y,-z)$. It reverses $F$ but leaves $x^2-y^2$ unchanged, so it must reverse $Q$. A nonzero constant is not reversed, so $Q$ has degree at least one and $F$ has degree at least three. If $Q$ is linear, $C_2'(x)$ excludes a term in $x$ and $C_2'(y)$ excludes a term in $y$. What remains is

$$F\propto z(x^2-y^2). \tag{1}$$

Under $S_4$ both factors change sign, so $F$ is preserved, as required. Its Laplacian is $z(2-2)=0$, so it is a genuine $f$ orbital. The circulation therefore has no partner among $s$, $p$ and $d$ orbitals, and its first partner is an $f$ orbital.

## Conventions and theorem

Each M–N bond has length $R$ and makes an angle $\theta$ with $+z$ or $-z$, where $0<\theta<90^\circ$. Write $s=\sin\theta$ and $c=\cos\theta$. The unit vector $n_k$ points from M to N$_k$, and $t_k$ points along the positive lobe of the lone pair $\pi_k$:

| $k$ | $n_k$ | $t_k$ |
|---|---|---|
| 1 | $(s/\sqrt2,\;s/\sqrt2,\;c)$ | $(-1,1,0)/\sqrt2$ |
| 2 | $(-s/\sqrt2,-s/\sqrt2,\;c)$ | $(1,-1,0)/\sqrt2$ |
| 3 | $(-s/\sqrt2,\;s/\sqrt2,-c)$ | $(-1,-1,0)/\sqrt2$ |
| 4 | $(s/\sqrt2,-s/\sqrt2,-c)$ | $(1,1,0)/\sqrt2$ |

The $\pi_k$ are real, normalized $p$ orbitals. The one-electron operator $h$ is assumed to have the full $D_{2d}$ symmetry. In a mean-field treatment this holds when the one-electron density matrix of each spin has that symmetry.

**Theorem.** The four lone pairs span $A_2+B_1+E$. Before correction for their mutual overlap, the combinations are

$$\begin{aligned}
\Phi_{A_2}&=\tfrac12(\pi_1+\pi_2+\pi_3+\pi_4), & \Phi_{B_1}&=\tfrac12(\pi_1+\pi_2-\pi_3-\pi_4),\\
\Phi_{E_x}&=\tfrac12(-\pi_1+\pi_2-\pi_3+\pi_4), & \Phi_{E_y}&=\tfrac12(\pi_1-\pi_2-\pi_3+\pi_4).
\end{aligned}\tag{2}$$

For every metal $s$, $p$ or $d$ orbital $f$, whatever its radial function, $\langle\Phi_{A_2}|f\rangle=0$ and $\langle\Phi_{A_2}|h|f\rangle=0$.

## Lemma 1: the representation of the lone pairs

*The characters are $4,0,0,0,-2$ for $E,\,2S_4,\,C_2,\,2C_2',\,2\sigma_d$.*

*Proof.* Apply each operation to the vectors in the table. $S_4$ takes $(x,y,z)$ to $(-y,x,-z)$, which gives the cycle

$$\pi_1\to\pi_3\to\pi_2\to\pi_4\to\pi_1$$

without signs. Its square, $C_2$, exchanges $\pi_1$ with $\pi_2$ and $\pi_3$ with $\pi_4$. Under $C_2'(x)$, $n_1\to n_4$ but $t_1\to-t_4$, and likewise for 2 and 3:

$$\pi_1\leftrightarrow-\pi_4,\qquad \pi_2\leftrightarrow-\pi_3 .$$

None of these operations leaves a nitrogen in place, so their characters vanish. The mirror $x=y$ leaves N$_1$ and N$_2$ in place and reverses their lone pairs, while it exchanges N$_3$ and N$_4$. Its character is $-1-1=-2$. The identity gives 4. ∎

The irreducible characters are

| | $E$ | $2S_4$ | $C_2$ | $2C_2'$ | $2\sigma_d$ |
|---|---|---|---|---|---|
| $A_1$ | 1 | 1 | 1 | 1 | 1 |
| $A_2$ | 1 | 1 | 1 | −1 | −1 |
| $B_1$ | 1 | −1 | 1 | 1 | −1 |
| $B_2$ | 1 | −1 | 1 | −1 | 1 |
| $E$ | 2 | 0 | −2 | 0 | 0 |

The group has eight elements, and only the identity and the two mirrors contribute to the multiplicity of $\Gamma$:

$$a_\Gamma=\tfrac18\left[4\chi_\Gamma(E)+2(-2)\chi_\Gamma(\sigma_d)\right]=\tfrac12\left[\chi_\Gamma(E)-\chi_\Gamma(\sigma_d)\right].$$

This equals $0,1,1,0,1$ for $A_1,A_2,B_1,B_2,E$, which proves the first claim.

## Lemma 2: the combinations

*The functions (2) have the stated symmetries, and $(\Phi_{E_x},\Phi_{E_y})$ transform like $(x,y)$.*

*Proof.* An $A_2$ function is unchanged by $S_4$, so its coefficients are equal along the cycle. $C_2'(x)$ then reverses it, as $A_2$ requires. A $B_1$ function changes sign under $S_4$, so its coefficients alternate along the cycle 1, 3, 2, 4, which gives $\Phi_{B_1}$. Under $C_2'(x)$ it becomes $\frac12(-\pi_4-\pi_3+\pi_2+\pi_1)$, which is the same function, as $B_1$ requires.

For $E$, consider the vector $\sum_k t_k\pi_k$. An operation $g$ takes $\pi_k$ to $\pm\pi_j$ with the sign for which $g\,t_k=\pm t_j$. The vector therefore becomes $\sum_j(g^{-1}t_j)\pi_j$, so its components transform like coordinates. Since $\sum_k t_{kx}^2=4\times\frac12=2$, the normalized $x$ component is $\sum_k t_{kx}\pi_k/\sqrt2$, which is $\Phi_{E_x}$. The $y$ component gives $\Phi_{E_y}$. ∎

## Proof of the vanishing couplings

Let $f$ be a metal orbital of angular momentum $l$. Each $g$ is unitary and commutes with $h$, and $g\Phi_{A_2}=\chi(g)\Phi_{A_2}$ with $\chi(g)=\pm1$ the $A_2$ character. Therefore

$$\langle\Phi_{A_2}|h|f\rangle=\langle g\Phi_{A_2}|h|gf\rangle=\chi(g)\langle\Phi_{A_2}|h|gf\rangle .$$

Averaging over the group gives

$$\langle\Phi_{A_2}|h|f\rangle=\langle\Phi_{A_2}|h|\bar f\rangle,\qquad \bar f=\tfrac18\sum_g\chi(g)\,gf .$$

The function $\bar f$ has the same radial factor as $f$ and a polynomial of the same degree, and it behaves as $A_2$. By the opening argument it is zero for $l<3$. Replacing $h$ by the identity gives the statement for the overlap. ∎

The other combinations do have partners. The orbital $x^2-y^2$ changes sign under $S_4$ and is unchanged by $C_2'$, so it is $B_1$. The pair $(yz,xz)$ transforms like $(x,y)$: the substitution $x\to-y$, $y\to x$, $z\to-z$ gives $yz\to-xz$ and $xz\to yz$, and $C_2'(x)$ preserves $yz$ and reverses $xz$. Thus $\Phi_{E_x}$ couples to $x$ and $yz$, and $\Phi_{E_y}$ to $y$ and $xz$.

## Lemma 3: strengths of the overlaps

Let $P$ be the harmonic polynomial of a metal orbital, scaled so that $P^2$ averages to $1/(2l+1)$ over the unit sphere. Seen along the bond $n_k$, the orbital splits into components with different angular momentum about that bond. The lone pair overlaps with one of them, the $\pi$ component oriented along $t_k$. This is also the only component with a nonzero slope along $t_k$ at the point $n_k$, so the slope measures its amount. The reference $\pi$ orbitals for a bond along $z$ are

$$x,\qquad \sqrt3\,xz,\qquad \tfrac{\sqrt6}{4}\,x(4z^2-x^2-y^2),$$

with slopes $w_p=1$, $w_d=\sqrt3$, $w_f=\sqrt6$ along $x$ at $(0,0,1)$. If $S_{l\pi}$ is the overlap of the reference orbital with a nitrogen $p_x$ orbital at distance $R$ along $z$, then

$$\langle f|\pi_k\rangle=S_{l\pi}\,\frac{t_k\cdot\nabla P(n_k)}{w_l}. \tag{3}$$

For $x^2-y^2$, $P=\frac{\sqrt3}{2}(x^2-y^2)$, and the factor multiplying $S_{d\pi}$ is $n_xt_x-n_yt_y$. The table gives $-s,-s,s,s$ for $k=1,\dots,4$. For $yz$, $P=\sqrt3\,yz$ and $t_z=0$, so the factor is $n_zt_y=(c,-c,c,-c)/\sqrt2$. For $xz$ it is $n_zt_x=(-c,c,c,-c)/\sqrt2$. For $x$ and $y$ it is $t_x$ and $t_y$. Summing with the coefficients in (2),

$$\begin{aligned}
\langle\Phi_{B_1}|x^2-y^2\rangle&=-2s\,S_{d\pi},\\
\langle\Phi_{E_x}|yz\rangle=\langle\Phi_{E_y}|xz\rangle&=-\sqrt2\,c\,S_{d\pi},\\
\langle\Phi_{E_x}|x\rangle=\langle\Phi_{E_y}|y\rangle&=\sqrt2\,S_{p\pi}.
\end{aligned}\tag{4}$$

For the $f$ partner, $P=\frac{\sqrt{15}}2z(x^2-y^2)$. With $t_z=0$ the factor is $\sqrt{15/6}\;n_z(n_xt_x-n_yt_y)=-\sqrt{5/2}\,sc$ at all four ligands, because both $n_z$ and the bracket change sign between the upper and lower pairs. Hence

$$\langle\Phi_{A_2}|z(x^2-y^2)\rangle=-\sqrt{10}\,sc\,S_{f\pi}. \tag{5}$$

**Remark on the angle.** The squared $d$ overlaps, in units of $S_{d\pi}^2$, add up to $4s^2+2(2c^2)=4$ at every angle. A change of $\theta$ redistributes them between $B_1$ and $E$. At the tetrahedral angle, $s^2=2/3$ and $c^2=1/3$, so $B_1$ receives $8/3$ and each $E$ component $2/3$. As $\theta\to90^\circ$ the $d$ overlap of $E$ vanishes, and so does (5), since the nitrogens move into the nodal plane $z=0$ of the $f$ orbital.

## Lemma 4: the lone pairs without the metal

Having no metal partner does not fix the $A_2$ energy at that of an isolated lone pair, because the lone pairs overlap with each other. Let $S_{\sigma\sigma}(D)$ and $S_{\pi\pi}(D)$ be the overlaps of two parallel nitrogen $p$ orbitals a distance $D$ apart, pointing along and across the line joining them.

N$_1$ and N$_2$ are $2Rs$ apart. Their lone pairs are perpendicular to the joining line and $t_2=-t_1$, so $s_{12}=-S_{\pi\pi}(2Rs)$; $s_{34}$ is equal to it.

From N$_1$ to N$_3$ the separation vector is $R(-\sqrt2\,s,0,-2c)$, of length $D=R\sqrt{2s^2+4c^2}=R\sqrt{2(1+c^2)}$. Both $t_1$ and $t_3$ have projection $Rs/D$ on its direction. Since $t_1\cdot t_3=0$, their perpendicular parts have scalar product $-(Rs/D)^2$. Therefore

$$s_{13}=\left[S_{\sigma\sigma}(D)-S_{\pi\pi}(D)\right]\frac{s^2}{2(1+c^2)}. \tag{6}$$

The $S_4$ cycle makes all four overlaps between the upper and lower pairs equal. For $A_2$ the squared norm is $\frac14[4+2(2s_{12}+4s_{13})]$. For $B_1$ the $s_{13}$ terms change sign, and for $E$ they cancel while $s_{12}$ changes sign. With $\langle\Phi|\Phi\rangle=1+\delta$,

$$\delta_{A_2}=s_{12}+2s_{13},\qquad \delta_{B_1}=s_{12}-2s_{13},\qquad \delta_E=-s_{12}. \tag{7}$$

## A numerical model

The parameters are round values and represent no particular compound. Take $R=3.60$ bohr and the tetrahedral angle $\theta=54.74^\circ$, so $s=0.8165$ and $c=0.5774$. Each orbital is one normalized Gaussian, with exponent 0.25 bohr$^{-2}$ for N, 0.15 for metal $s$ and $p$, and 0.40 for metal $d$. The orbital energies are $\alpha=-0.40$ hartree for a lone pair and $-0.20$, $-0.12$ and $-0.30$ hartree for metal $s$, $p$ and $d$. Off-diagonal elements follow the Wolfsberg–Helmholz rule

$$H_{ij}=\tfrac12K S_{ij}(\varepsilon_i+\varepsilon_j),\qquad K=1.75 .$$

The nitrogen $\sigma$ donors are omitted from this level calculation. They span $A_1+B_2+E$, as shown below, so including them would leave the $A_2$ and $B_1$ levels unchanged but could shift $E$. Overlaps were integrated by Gauss–Hermite quadrature, and the levels found by diagonalization with the overlap matrix included.

The reference overlaps are $S_{p\pi}=0.2737$ and $S_{d\pi}=0.2227$. By (4), the overlap of $\Phi_{B_1}$ with $x^2-y^2$ is $-2(0.8165)(0.2227)=-0.3637$. Each $E$ component has overlap $-0.1819$ with its $d$ partner and $0.3871$ with its $p$ partner.

Without the metal, the rule gives every combination the energy $\alpha(1+K\delta)/(1+\delta)$. Here $s_{12}=-0.01330$ and $s_{13}=-0.02873$, so $\delta_{A_2}=-0.07076$ and

$$E_{A_2}=-0.40\times\frac{1-1.75(0.07076)}{1-0.07076}=-0.3772\ \text{hartree}.$$

The circulation is antibonding among the lone pairs and lies above $\alpha$. The levels, in hartree, are:

| | without metal | with $s,p,d$ | metal population |
|---|---|---|---|
| $A_2$ | −0.3772 | −0.3772 | 0 |
| $B_1$ | −0.4127 | −0.4397 | 0.232 |
| $E$ | −0.4039 | −0.4156 | 0.138 |

The $A_2$ level does not move at all because $\alpha$ is held fixed here. In a self-consistent calculation the field of the metal can still shift it; symmetry guarantees only the zero metal population. The populations are Mulliken populations per electron: each metal–ligand overlap term is divided equally between metal and ligand.

The $B_1$ level can be followed by hand. Its ligand diagonal element is $H_{11}=\alpha(1+K\delta_{B_1})=-0.4309$ with $1+\delta_{B_1}=1.0442$. The coupling is $H_{12}=1.75(-0.35)(-0.3637)=0.2228$. The secular equation is

$$(-0.4309-1.0442E)(-0.30-E)=(0.2228+0.3637E)^2 ,$$

and $E=-0.4397$ hartree makes both sides about 0.004 hartree$^2$.

The metal lowers $E$ less than $B_1$, although the $p$ overlap is the largest of all. The effective coupling is $H_{12}-E_0S_{12}$, with $E_0$ the ligand level. For $E$ it is $(-0.6125+0.4039)(-0.1819)=0.038$ hartree to $d$, but $(-0.4550+0.4039)(0.3871)=-0.020$ hartree to $p$. Second-order lowering is the squared coupling divided by the product of the energy gap and the squared norm $1+\delta_E$. With gaps of 0.104 and 0.284 hartree, the $p$ contribution is about one tenth of the $d$ contribution. The small $p$ coupling comes from a near cancellation between $-0.4550$ and $E_0$, so this ratio is sensitive to $K$: in the full diagonalization it is about 0.02 at $K=1.5$ and 0.3 at $K=2$. For $B_1$ the corresponding $d$ coupling is 0.073 hartree. These estimates serve only to rank the contributions: for $B_1$, second order gives a lowering of 0.045 hartree, while the full diagonalization gives 0.027.

The $A_2$ level lies 0.0626 hartree (1.70 eV) above $B_1$ and 0.0385 hartree (1.05 eV) above $E$. Of the first gap, $0.4127-0.3772=0.0355$ hartree is present without the metal, and the metal adds 0.0271 hartree. More than half of the separation in this model therefore comes from the interaction of the lone pairs with each other. This share depends strongly on how far the nitrogen orbitals extend: with an exponent of 0.40 instead of 0.25 bohr$^{-2}$, $\delta_{A_2}$ shrinks from $-0.071$ to $-0.008$ and the share falls to about one sixth. The model therefore does not fix the share for a real amide.

## Where the conclusion changes

**Valence $f$ orbitals.** Add an $f$ shell with exponent 0.60 bohr$^{-2}$ and energy $-0.30$ hartree. Then $S_{f\pi}=0.1370$, and (5) gives an $A_2$ overlap of $-0.204$. The $A_2$ level falls from $-0.3772$ to $-0.3982$ hartree and acquires a metal population of 0.221. The absence of a partner is thus a property of the $s,p,d$ valence shell.

**Twisted amides.** Turn each lone pair by $\tau$ about its M–N bond, so that $t_k\to t_k\cos\tau+u_k\sin\tau$. Here $u_k$ is the unit vector in the mirror, perpendicular to $n_k$, with $u_{kz}=-s$ for the upper ligands and $+s$ for the lower ones. This twist keeps $S_4$ but removes the mirrors and the $C_2'$ axes. For $z^2$, $P=\frac12(2z^2-x^2-y^2)$, and since $n_k\cdot t_k=0$,

$$t\cdot\nabla P=2n_zt_z-n_xt_x-n_yt_y=3n_zt_z .$$

Division by $\sqrt3$ gives $\sqrt3\,n_zt_z=-\sqrt3\,sc\sin\tau$ at each ligand. The all-plus combination then has the overlap

$$\langle\Phi|z^2\rangle=-2\sqrt3\,sc\sin\tau\,S_{d\pi}=-\sqrt3\,\sin2\theta\,\sin\tau\,S_{d\pi}. \tag{8}$$

It grows linearly for small $\tau$. At $\tau=20^\circ$ in the model it is $-0.124$, about one third of the $B_1$ overlap in magnitude. At $\tau=90^\circ$ the lone pairs lie in the mirrors, $\chi(\sigma_d)$ becomes $+2$, and the set is $A_1+B_2+E$. Each of these has a partner in the $d$ shell, where $z^2$ is $A_1$ and $xy$ is $B_2$.

**Counting donor electrons.** The four N $\sigma$ donors are symmetric under their mirrors and also span $A_1+B_2+E$. Together with the lone pairs there are eight donor combinations, and $A_2$ cannot reach $s$, $p$ or $d$. At most seven can donate, so for lone pairs exactly perpendicular to the mirrors the limit is 14 electrons, not 16; the twist described above opens the eighth channel through $z^2$. Representing each $\sigma$ donor by a nitrogen $p$ orbital along its bond, a singular-value decomposition of the metal–donor overlap matrix finds seven independent combinations in the model. Without metal $p$ orbitals there are five, because the two $E$ donor pairs must share the single pair $(yz,xz)$. With $f$ orbitals there are eight. These numbers count symmetry-allowed channels; they do not measure the charge transferred.
